# Intrinsic Fermi level and the limits of Boltzmann statistics in InSb: test program

```python
# Result under test: with Boltzmann occupations the intrinsic Fermi level is
#   E_i - midgap = (3/4) kT ln(mh/me),
# and for InSb at 300 K it lies about kT below the conduction edge Ec, so that
# Boltzmann statistics fail for electrons.
# Symbols: eta = (E_F - Ec)/kT, g = Eg/kT, eta_v = (Ev - E_F)/kT = -eta - g,
# me, mh = density-of-states masses, Nc, Nv = effective densities of states,
# F(eta) = (2/sqrt(pi)) * integral of sqrt(x)/(1+exp(x-eta)), r = F/exp(eta).
# beta = kT/Eg switches on the two-band dispersion E(1+E/Eg) = hbar^2 k^2/(2 me).
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
kT_J = const.k * T
kT = kT_J / const.e                      # eV
gap, me, mh = 0.17, 0.014, 0.43          # rough InSb inputs: eV, m0, m0
g = gap / kT


def effective_density(mass):
    """Effective density of states in m^-3, mass in units of m0."""
    return 2 * (mass * const.m_e * kT_J / (2 * np.pi * const.hbar**2))**1.5


def reduced_density(eta, beta=0.0):
    """Density divided by Nc; energy integral with x = q^2."""
    def integrand(q):
        x = q * q
        states = 2 * x * np.sqrt(1 + beta * x) * (1 + 2 * beta * x)
        return states * expit(eta - x)
    value = quad(integrand, 0, 8, epsabs=0, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def boltzmann_level(g_red, ratio):
    return -g_red / 2 + 0.75 * np.log(ratio)


def fermi_level(g_red, ratio, beta=0.0):
    """Solve n = p with Fermi-Dirac occupations; ratio = mh/me."""
    def imbalance(eta):
        return (np.log(reduced_density(eta, beta)) - 1.5 * np.log(ratio)
                - np.log(reduced_density(-eta - g_red)))
    return brentq(imbalance, -g_red - 5, 5, xtol=1e-12)


# Explicit states of a periodic box, used as the independent road
n1 = np.arange(-24, 25)**2
n_squared = n1[:, None, None] + n1[None, :, None] + n1[None, None, :]


def box_density(mass, length, eta, occupation):
    k_squared = (2 * np.pi / length)**2 * n_squared
    x = const.hbar**2 * k_squared / (2 * mass * const.m_e * kT_J)
    return 2 * occupation(eta - x).sum() / length**3


L_e, L_h = 220e-9, 40e-9                 # box lengths in m
Nc, Nv = effective_density(me), effective_density(mh)
ratio = mh / me
eta_b = boltzmann_level(g, ratio)
eta_f = fermi_level(g, ratio)
eta_k = fermi_level(g, ratio, 1 / g)

# Boltzmann level from explicit state sums
eta_box = brentq(lambda y: np.log(box_density(me, L_e, y, np.exp)
                                / box_density(mh, L_h, -y - g, np.exp)),
                 -g, 2, xtol=1e-12)
assert abs(eta_box - eta_b) < 1e-8

# Densities in both statistics from explicit state sums
assert abs(box_density(me, L_e, eta_b, np.exp) / (Nc * np.exp(eta_b)) - 1) < 1e-8
n_box = box_density(me, L_e, eta_f, expit)
p_box = box_density(mh, L_h, -eta_f - g, expit)
assert abs(n_box / (Nc * reduced_density(eta_f)) - 1) < 1e-8
assert abs(n_box / p_box - 1) < 1e-7

# Alternating series for F, its bounds, and the decrease of r
orders = np.arange(1, 101)
series = np.sum((-1.0)**(orders + 1) * np.exp(orders * eta_b) / orders**1.5)
assert abs(series / reduced_density(eta_b) - 1) < 1e-9
eta_grid = np.linspace(-6, -0.1, 25)
r_grid = np.array([reduced_density(y) / np.exp(y) for y in eta_grid])
assert np.all(r_grid < 1) and np.all(r_grid > 1 - np.exp(eta_grid) / 2**1.5)
assert np.all(np.diff(r_grid) < 0)

# Direction of the statistical shift, also with the masses exchanged
assert eta_f > eta_b
assert fermi_level(g, 1 / ratio) < boltzmann_level(g, 1 / ratio)


def leading_shift(g_red):
    y = boltzmann_level(g_red, ratio)
    return (np.exp(y) - np.exp(-y - g_red)) / 2**2.5


# Leading shift must become accurate when the gap is wide
g_wide = 14.0
shift_wide = fermi_level(g_wide, ratio) - boltzmann_level(g_wide, ratio)
assert abs(leading_shift(g_wide) / shift_wide - 1) < 0.02

# Two-band density from diagonalization at each wavevector
q = np.linspace(0, 20, 4001)
matrices = np.zeros((q.size, 2, 2))
matrices[:, 0, 1] = matrices[:, 1, 0] = np.sqrt(g) * q
matrices[:, 1, 1] = -g
upper = np.linalg.eigvalsh(matrices)[:, 1]
values = q**2 * expit(eta_k - upper)
density_k = 4 / np.sqrt(np.pi) * np.sum((values[1:] + values[:-1]) / 2) * (q[1] - q[0])
assert abs(density_k / reduced_density(eta_k, 1 / g) - 1) < 1e-7
assert eta_k < eta_f

# Spread of the distance to the edge over rough input ranges
depths = []
for gap_i, me_i, mh_i in itertools.product((0.17, 0.18), (0.013, 0.015), (0.40, 0.45)):
    g_i, ratio_i = gap_i / kT, mh_i / me_i
    depths.append([-boltzmann_level(g_i, ratio_i), -fermi_level(g_i, ratio_i),
                   -fermi_level(g_i, ratio_i, 1 / g_i)])
depths = np.array(depths)
assert 0 < -eta_b < 1
assert depths.min() > 0 and depths.max() < 1.5

# Gap that would put the Boltzmann level 3 kT below the edge
gap_3kT = 2 * kT * (3 + 0.75 * np.log(ratio))
depth_3kT = -fermi_level(gap_3kT / kT, ratio)
assert abs(depth_3kT - 3) < 0.02


def excess(eta):
    """Boltzmann overestimate of density at a given level, percent."""
    return 100 * (np.exp(eta) / reduced_density(eta) - 1)


eta_5 = brentq(lambda y: excess(y) - 5, -6, 0)
cm = 1e-6
print(f"Temperature: {T:.0f} K")
print(f"kT: {kT:.5f} eV")
print(f"InSb gap, rough input: {gap:.2f} eV")
print(f"Electron mass, rough input: {me:.3f} m0")
print(f"Hole mass, rough input: {mh:.2f} m0")
print(f"Gap over kT, g: {g:.3f}")
print(f"Mass ratio mh/me: {ratio:.2f}")
print(f"ln(mh/me): {np.log(ratio):.4f}")
print(f"Nc: {Nc*cm:.3e} cm^-3")
print(f"Nv: {Nv*cm:.3e} cm^-3")
print(f"Half gap: {gap/2:.4f} eV")
print(f"Offset from midgap, Boltzmann: {0.75*kT*np.log(ratio):.4f} eV")
print(f"Offset from midgap, Boltzmann: {0.75*np.log(ratio):.3f} kT")
print(f"Ec - E_i, Boltzmann: {-eta_b*kT:.4f} eV")
print(f"Ec - E_i, Boltzmann: {-eta_b:.3f} kT")
print(f"E_i - Ev, Boltzmann: {eta_b+g:.3f} kT")
print(f"Edge occupation, Boltzmann: {np.exp(eta_b):.3f}")
print(f"Edge occupation, Fermi-Dirac, same level: {expit(eta_b):.3f}")
print(f"F(eta) at Boltzmann level: {reduced_density(eta_b):.4f}")
print(f"r(eta) at Boltzmann level: {reduced_density(eta_b)/np.exp(eta_b):.4f}")
print(f"Lower bound on r there: {1-np.exp(eta_b)/2**1.5:.4f}")
print(f"Electron density overestimate there: {excess(eta_b):.1f} %")
print(f"Hole density overestimate there: {excess(-eta_b-g):.3f} %")
for depth in (1, 2, 3):
    print(f"Density overestimate at depth {depth} kT: {excess(-depth):.2f} %")
print(f"Depth for 5 % overestimate: {-eta_5:.3f} kT")
print(f"Ec - E_F, Fermi-Dirac parabolic: {-eta_f*kT:.4f} eV")
print(f"Ec - E_F, Fermi-Dirac parabolic: {-eta_f:.3f} kT")
print(f"Upward shift from statistics: {eta_f-eta_b:.4f} kT")
print(f"Leading estimate of that shift: {leading_shift(g):.4f} kT")
print(f"Ec - E_F, Fermi-Dirac two-band: {-eta_k*kT:.4f} eV")
print(f"Ec - E_F, Fermi-Dirac two-band: {-eta_k:.3f} kT")
print(f"n_i, Boltzmann parabolic: {Nc*np.exp(eta_b)*cm:.3e} cm^-3")
print(f"n_i, Fermi-Dirac parabolic: {Nc*reduced_density(eta_f)*cm:.3e} cm^-3")
print(f"n_i, Fermi-Dirac two-band: {Nc*reduced_density(eta_k,1/g)*cm:.3e} cm^-3")
names = ("Boltzmann parabolic", "Fermi-Dirac parabolic", "Fermi-Dirac two-band")
for name, column in zip(names, depths.T):
    print(f"Depth range, {name}: {column.min():.2f} to {column.max():.2f} kT")
print(f"Gap for Boltzmann depth 3 kT: {gap_3kT:.3f} eV")
print(f"Fermi-Dirac parabolic depth at that gap: {depth_3kT:.3f} kT")
print("success")
```

Output:

```
Temperature: 300 K
kT: 0.02585 eV
InSb gap, rough input: 0.17 eV
Electron mass, rough input: 0.014 m0
Hole mass, rough input: 0.43 m0
Gap over kT, g: 6.576
Mass ratio mh/me: 30.71
ln(mh/me): 3.4247
Nc: 4.157e+16 cm^-3
Nv: 7.076e+18 cm^-3
Half gap: 0.0850 eV
Offset from midgap, Boltzmann: 0.0664 eV
Offset from midgap, Boltzmann: 2.569 kT
Ec - E_i, Boltzmann: 0.0186 eV
Ec - E_i, Boltzmann: 0.719 kT
E_i - Ev, Boltzmann: 5.856 kT
Edge occupation, Boltzmann: 0.487
Edge occupation, Fermi-Dirac, same level: 0.328
F(eta) at Boltzmann level: 0.4202
r(eta) at Boltzmann level: 0.8627
Lower bound on r there: 0.8278
Electron density overestimate there: 15.9 %
Hole density overestimate there: 0.101 %
Density overestimate at depth 1 kT: 12.23 %
Density overestimate at depth 2 kT: 4.67 %
Density overestimate at depth 3 kT: 1.74 %
Depth for 5 % overestimate: 1.930 kT
Ec - E_F, Fermi-Dirac parabolic: 0.0166 eV
Ec - E_F, Fermi-Dirac parabolic: 0.641 kT
Upward shift from statistics: 0.0786 kT
Leading estimate of that shift: 0.0856 kT
Ec - E_F, Fermi-Dirac two-band: 0.0237 eV
Ec - E_F, Fermi-Dirac two-band: 0.918 kT
n_i, Boltzmann parabolic: 2.025e+16 cm^-3
n_i, Fermi-Dirac parabolic: 1.870e+16 cm^-3
n_i, Fermi-Dirac two-band: 2.466e+16 cm^-3
Depth range, Boltzmann parabolic: 0.63 to 1.02 kT
Depth range, Fermi-Dirac parabolic: 0.54 to 0.96 kT
Depth range, Fermi-Dirac two-band: 0.82 to 1.22 kT
Gap for Boltzmann depth 3 kT: 0.288 eV
Fermi-Dirac parabolic depth at that gap: 2.991 kT
success
```
